# Racah's W Is Not the 6j Symbol: A Term-Energy Sign Error

Let two angular momenta $j_1$ and $j_2$ be coupled to $J$, and let an interaction be the scalar product $T^k\cdot V^k$ of a rank-$k$ tensor acting on the first and one acting on the second. The interaction is a rotational scalar, so its expectation value cannot depend on the projection $M$ of $J$. The strengths of the two tensors enter through one reduced matrix element each. What remains is a pure number that depends on $j_1,j_2,J,k$ alone:

$$\langle T^k\cdot V^k\rangle=\langle j_1\|T\|j_1\rangle\,\langle j_2\|V\|j_2\rangle\times g(j_1,j_2,J,k).$$

Symmetry fixes this form, but it does not say how $g$ is to be divided between a tabulated symbol and a prefactor. Three symbols are in use: Racah's $W$, Jahn's $U$ and Wigner's 6j symbol. Each needs its own prefactor.

## The belief and its appeal

The belief is that $W$ and the 6j symbol are two notations for one number, so that either may stand in a formula for the other. There is much in its favour. When $W(abcd;ef)$ is paired with the 6j symbol of upper row $a,b,e$ and lower row $d,c,f$, both take the same six arguments, both vanish unless the same four triangle conditions hold, and they have the same magnitude. (Copying the arguments in reading order is a different and cruder error: the 6j symbol with rows $1,1,0$ and $1,1,2$ equals $1/3$, while $W(1101;12)=0$.) A spot check can also support it: for $a=b=c=d=\tfrac12$ and $e=f=1$, both equal $1/6$.

The true relations are

$$W(abcd;ef)=(-1)^{a+b+c+d}\begin{Bmatrix}a&b&e\\d&c&f\end{Bmatrix},$$

$$U(abcd;ef)=\sqrt{(2e+1)(2f+1)}\;W(abcd;ef).$$

In the spot check the phase is $(-1)^2=1$, while $U=3\times\tfrac16=\tfrac12$. Among the 421 allowed sets of arguments with $a$, $b$ and $d$ up to $\tfrac32$, 209 have a nonzero 6j symbol and the opposite sign for $W$.

The contrary belief, that confusing $W$ with the 6j symbol always spoils an energy, is false too. The outcome depends on how the 6j symbol was written before it was read as a $W$.

## Where the phase comes from

Below, a semicolon inside a 3j or 6j symbol separates its rows. The triads are $(abe)$, $(cde)$, $(bdf)$ and $(acf)$; each has an integer sum. Greek letters are the projections of the corresponding Latin ones. Jahn's $U$ is the overlap of two ways of coupling $a,b,d$ to $c$:

$$U=\langle (ab)e,d;c\,|\,a,(bd)f;c\rangle .$$

Written out, it is a sum of products of four Clebsch-Gordan coefficients. The overlap is independent of $\gamma$, so we may average over $\gamma$:

$$U=\frac1{2c+1}\sum\langle a\alpha\,b\beta|e\varepsilon\rangle\langle e\varepsilon\,d\delta|c\gamma\rangle\langle b\beta\,d\delta|f\varphi\rangle\langle a\alpha\,f\varphi|c\gamma\rangle ,$$

with the sum over all six projections. In the Condon-Shortley convention,

$$\langle a\alpha\,b\beta|c\gamma\rangle=(-1)^{a-b+\gamma}\sqrt{2c+1}\,(a\,b\,c;\alpha\,\beta\,{-\gamma}).$$

The four roots give $(2c+1)\sqrt{(2e+1)(2f+1)}$. The first factor cancels the average, and division by the remaining root leaves $W$:

$$\begin{aligned}W=\sum(-1)^{2a-2d+e-f+\varepsilon+\varphi+2\gamma}&(a\,b\,e;\alpha\,\beta\,{-\varepsilon})(e\,d\,c;\varepsilon\,\delta\,{-\gamma})\\ \times&(b\,d\,f;\beta\,\delta\,{-\varphi})(a\,f\,c;\alpha\,\varphi\,{-\gamma}).\end{aligned}$$

The 6j symbol is defined by a more symmetric contraction:

$$\begin{aligned}\{j_1j_2j_3;j_4j_5j_6\}=\sum(-1)^{\sum_i(j_i-m_i)}&(j_1j_2j_3;{-m_1}\,{-m_2}\,{-m_3})(j_1j_5j_6;m_1\,{-m_5}\,m_6)\\ \times&(j_4j_2j_6;m_4\,m_2\,{-m_6})(j_4j_5j_3;{-m_4}\,m_5\,m_3).\end{aligned}$$

Set $(j_1,\dots,j_6)=(a,b,e,d,c,f)$ and $(m_1,\dots,m_6)=(\alpha,\beta,-\varepsilon,\delta,\gamma,\varphi)$. The two products then contain the same 3j symbols, up to rearrangement. A 3j symbol is unchanged by a cyclic permutation of its columns. It gains $(-1)^{\text{sum of its upper row}}$ when two columns are exchanged, and the same factor when all projections change sign. Here $(abe)$ and $(edc)$ need a sign reversal, while $(bdf)$ and $(afc)$ need a column exchange. Together these give $(-1)^{2(a+b+c+d+e+f)}$. Since $a+b+c+d$ is an integer, this equals $(-1)^{2e+2f}$.

It remains to compare the explicit phases. Because $\alpha+\beta=\varepsilon$, the phase in the 6j definition is $(-1)^{a+b+c+d+e+f-\gamma-\delta-\varphi}$. The exponent by which $W$ exceeds the 6j symbol is therefore

$$2a-2d+e-f+\varepsilon+\varphi+2\gamma+2e+2f-(a+b+c+d+e+f)+\gamma+\delta+\varphi .$$

With $\varepsilon+\delta=\gamma$, the projections add up to $4\gamma+2\varphi$. Here $4\gamma$ is even, and $2\varphi$ has the parity of $2f$. The exponent becomes

$$-(a+b+c+d)+2a-2d+2e+2f .$$

The triads $(acf)$ and $(cde)$ show that $2a+2f$ and $2d+2e$ each have the parity of $2c$, so the last four terms are even together. What survives is $(-1)^{a+b+c+d}$, as stated.

The three symbols have different virtues. $U$ connects two orthonormal bases, so it is an orthogonal matrix in $e$ and $f$, and consequently

$$\sum_f(2e+1)(2f+1)\{a\,b\,e;d\,c\,f\}^2=1 .$$

The 6j symbol has the simplest symmetry: it is unchanged when columns are exchanged. To see this for columns 1 and 2, write the definition of $\{j_2j_1j_3;j_5j_4j_6\}$ and name its six projections $(m_2,m_1,m_3,-m_5,-m_4,-m_6)$. The original four 3j symbols return, each with two columns exchanged, which costs $(-1)^{2\sum_i j_i}$. The explicit phase changes by $(-1)^{2(m_4+m_5+m_6)}=(-1)^{2(j_4+j_5+j_6)}$. The product is $(-1)^{2(j_1+j_2+j_3)}=1$. For columns 2 and 3 the names $(m_1,m_3,m_2,-m_4,-m_6,-m_5)$ do the same, and these two exchanges generate all the others.

$W$ lacks this freedom. Exchanging the last two columns of $\{a\,b\,e;d\,c\,f\}$ gives $\{a\,e\,b;d\,f\,c\}$, whose phase exponent is $a+e+f+d$. Hence

$$W(abcd;ef)=(-1)^{b+c-e-f}\,W(aefd;bc).$$

"Replace the braces by $W$" is therefore not a definite instruction: equal 6j symbols can lead to $W$ coefficients of opposite sign.

## The prefactor in the energy

To find $g$ for the 6j symbol, take

$$T^k\cdot V^k=\sum_q(-1)^qT_qV_{-q}$$

and define reduced elements by

$$\langle jm|T_q|jm'\rangle=(-1)^{j-m}(j\,k\,j;{-m}\,q\,m')\langle j\|T\|j\rangle .$$

Average the expectation value over $M$. The two Clebsch-Gordan coefficients supply $2J+1$, which cancels the average, and twice the same integer exponent, which has no effect. Thus

$$\begin{aligned}g=\sum(-1)^{q+j_1-m_1+j_2-m_2}&(j_1j_2J;m_1\,m_2\,{-M})(j_1j_2J;m_1'\,m_2'\,{-M})\\ \times&(j_1\,k\,j_1;{-m_1}\,q\,m_1')(j_2\,k\,j_2;{-m_2}\,{-q}\,m_2').\end{aligned}$$

Compare this with the definition of $\{j_1j_2J;j_2j_1k\}$, naming its projections $(-m_1,-m_2,M,m_2',-m_1',q)$. The first 3j symbol agrees at once. The second needs a column exchange and a sign reversal, whose factors cancel. The third needs a column exchange, with factor $(-1)^{2j_1+k}$, and the fourth a cyclic permutation. Since $m_1+m_2=M$, the phase exponent in the 6j definition is $2j_1+2j_2+J+k-m_2'+m_1'-q$. Subtract it from the exponent of $g$, including the exchange factor:

$$(q+j_1+j_2-M+2j_1+k)-(2j_1+2j_2+J+k-m_2'+m_1'-q)$$
$$=2q+j_1-j_2-J-M+m_2'-m_1'=2q+j_1-j_2-J-2m_1' .$$

The last step uses $m_1'+m_2'=M$. Now $2q$ is even and $2m_1'$ has the parity of $2j_1$, so the exponent is equivalent to $-(j_1+j_2+J)$. Therefore

$$g=(-1)^{j_1+j_2+J}\{j_1j_2J;j_2j_1k\}.$$

For $W$, the phase relation gives $W(j_1j_2j_1j_2;Jk)=(-1)^{2j_1+2j_2}\{j_1j_2J;j_2j_1k\}$. Because $2j_1+2j_2$ has the parity of $2J$,

$$g=(-1)^{j_1+j_2-J}\,W(j_1j_2j_1j_2;Jk).$$

The two correct formulas differ in the sign before $J$. That small difference matters when $J$ is half-integral.

## Two equivalent p electrons

The repulsion $1/r_{12}$ is a sum over $k$ of a radial factor times $C^k(1)\cdot C^k(2)$, where $C^k\cdot C^k=P_k(\cos\omega)$ and $\omega$ is the angle between the electrons' position vectors. For $p^2$, the triangle rule and parity leave $k=0$ and $k=2$:

$$E(L)=F^0+f_2(L)F^2 .$$

This is the mean repulsion within the shell for a single configuration. One-electron energies, the core, configuration mixing and spin-orbit coupling are left out. An orbital state of $p^2$ has exchange symmetry $(-1)^L$, so antisymmetry of the whole state gives the terms $^1S$, $^3P$ and $^1D$. These coupled states are already antisymmetric, so no separate exchange term is to be added.

The reduced element follows from the $m=0$ matrix element, which is an integral over three Legendre polynomials:

$$\langle l0|C^k_0|l0\rangle=(2l+1)\,\tfrac12\int_{-1}^1P_lP_kP_l\,dx=(2l+1)(l\,k\,l;0\,0\,0)^2 .$$

The definition of the reduced element makes this $(-1)^l(l\,k\,l;0\,0\,0)\langle l\|C^k\|l\rangle$, so $\langle l\|C^k\|l\rangle=(-1)^l(2l+1)(l\,k\,l;0\,0\,0)$. For $l=1$, $k=2$, the squared 3j symbol is

$$\tfrac12\int_{-1}^1x^2\,\frac{3x^2-1}{2}\,dx=\tfrac12\left(\tfrac35-\tfrac13\right)=\tfrac2{15},$$

and the squared reduced element is $9\times\tfrac2{15}=\tfrac65$. Hence

$$f_2(L)=(-1)^L\,\tfrac65\,\{1\,1\,L;1\,1\,2\}.$$

The 6j symbols for $L=0,1,2$ are $1/3$, $1/6$ and $1/30$, so

$$f_2(^1S)=\tfrac25,\qquad f_2(^3P)=-\tfrac15,\qquad f_2(^1D)=\tfrac1{25}.$$

The negative sign can be confirmed without any recoupling symbol. The three orbital $P$ states are the components of $\mathbf n_1\times\mathbf n_2$, where $\mathbf n_i$ are unit vectors. Averaged over $M$, their angular density is proportional to $\sin^2\omega$. Thus

$$\langle\cos^2\omega\rangle=\frac{\int_{-1}^1x^2(1-x^2)\,dx}{\int_{-1}^1(1-x^2)\,dx}=\frac15,\qquad \langle P_2\rangle=\frac{3/5-1}{2}=-\frac15 .$$

The electrons avoid being collinear, which lowers their quadrupole repulsion.

## One slip that is harmless, and two that are not

Suppose the 6j formula's phase is kept while its symbol is replaced.

Reading $\{l\,l\,L;l\,l\,k\}$ as $W(llll;Lk)$ brings in $(-1)^{4l}=1$. Nothing changes, and the error in reasoning stays hidden.

The same 6j symbol may be written $\{L\,l\,l;k\,l\,l\}$. Reading that as $W(L\,l\,l\,k;l\,l)$ brings in $(-1)^{L+2l+k}$, which is $(-1)^L$ for integer $l$ and even $k$. The $^3P$ coefficient changes from $-\tfrac15$ to $+\tfrac15$, while $^1S$ and $^1D$ are untouched.

Reading the symbol as $U(llll;Lk)$ keeps the sign here but multiplies $f_2$ by $\sqrt{5(2L+1)}$. The $^3P$ coefficient becomes $-0.2\sqrt{15}=-0.775$, and that of $^1D$ becomes $0.04\times5=0.2$.

For numbers, take a model shell with $R(r)\propto r\,e^{-\zeta r}$ and $\zeta=1.5$ per bohr. Quadrature gives $F^0=0.54492$ and $F^2=0.26367$ hartree. The correct energies are

$$E(^3P)=0.54492-0.2\times0.26367=0.4922\ \text{hartree},$$
$$E(^1D)=0.54492+0.04\times0.26367=0.5555\ \text{hartree},$$

and $E(^1S)=0.6504$ hartree. The triplet is lowest. With the sign slip, and with $F^0$ kept as the common constant,

$$E_{\text{wrong}}(^3P)=0.54492+0.2\times0.26367=0.5977\ \text{hartree},$$

which lies above $^1D$. The gap $E(^1D)-E(^3P)$ compares as follows:

- Correct formula: $0.0633$ hartree, or $1.72$ eV.
- Sign slip: $-0.0422$ hartree, or $-1.15$ eV.
- $U$ in place of the 6j symbol: $0.2570$ hartree, or $6.99$ eV.

The sign slip reverses the order of the two lowest terms. The reading as $U$ preserves the order but makes the gap about four times too large.

Two checks expose both kinds of damage. First, $C^0\cdot C^0=1$, so the coefficient of $F^0$ must be 1. For $L=1$ the sign slip gives $-1$ and $U$ gives $\sqrt3$. If the wrong $W$ is used for $k=0$ as well, the $^3P$ energy becomes $-0.4922$ hartree, which is impossible for a mean repulsion. Writing $F^0$ down by hand conceals this warning.

Second, a tensor component of rank above zero has zero trace over a complete $l$ shell. The trace of $C^2\cdot C^2$ over all products of two orbitals therefore vanishes:

$$\sum_L(2L+1)f_2(L)=0.4-3(0.2)+5(0.04)=0 .$$

The weights count orbital states only, without spin. The sign slip gives $0.4+0.6+0.2=1.2$, and $U$ gives $0.894-3(0.775)+5(0.2)=-0.43$.

## When the harmless reading fails

The reading $W(j_1j_2j_1j_2;Jk)$ was harmless because $2j_1+2j_2$ was even. Spin-orbit coupling within a term, $A\,\mathbf L\cdot\mathbf S$, is a scalar product with $k=1$, $j_1=L$ and $j_2=S$. The same reading now brings in $(-1)^{2L+2S}$. With integer $L$, this is $-1$ for half-integral $S$ and $+1$ for integral $S$.

The correct values follow from $\mathbf J^2=(\mathbf L+\mathbf S)^2$. In units with $\hbar=1$,

$$\langle\mathbf L\cdot\mathbf S\rangle=\tfrac12[J(J+1)-L(L+1)-S(S+1)].$$

For $^2P$ this gives $-1$ at $J=\tfrac12$ and $+\tfrac12$ at $J=\tfrac32$. The slip gives $+1$ and $-\tfrac12$, so the doublet is inverted. For $^3P$ the values $-2,-1,1$ at $J=0,1,2$ survive the slip unchanged. A procedure tried out on triplets can thus fail on doublets.

The barycentre does not help here. The correct doublet gives $2(-1)+4(\tfrac12)=0$, and reversing every sign leaves zero. The $k=0$ check does help, because the phase $(-1)^{2L+2S}$ does not contain $k$: the unit operator would acquire the expectation value $-1$.

The $k=0$ check has a limit of its own. In a layout whose phase contains $k$, as in the $p^2$ sign slip, success at $k=0$ vouches for even ranks but not for odd ones. The check can also miss a normalisation that depends on $k$: for $^1S$ the reading as $U(llll;Lk)$ gives the correct value 1 at $k=0$, but $0.894$ in place of $0.4$ at $k=2$. The sound procedure is to translate the symbol and its prefactor together, and then to compare one level of the required rank with a value obtained without recoupling. The numerical check does this with explicit matrices for both examples.

## Calculated quantities

```
Sextuples tested (a,b,d up to 3/2): 421
Of these, nonzero with W = -6j: 209
Sample a=b=c=d=1/2, e=f=1: 6j=0.166667 W=0.166667 U=0.500000
p^2 coefficients; A: W(llll;Lk), B: W(Lllk;ll), C: U(llll;Lk)
1S 6j symbol, k=2: 0.333333
1S k=0: matrix=1.000000 6j=1.000000 A=1.000000 B=1.000000 C=1.000000
1S k=2: matrix=0.400000 6j=0.400000 A=0.400000 B=0.400000 C=0.894427
3P 6j symbol, k=2: 0.166667
3P k=0: matrix=1.000000 6j=1.000000 A=1.000000 B=-1.000000 C=1.732051
3P k=2: matrix=-0.200000 6j=-0.200000 A=-0.200000 B=0.200000 C=-0.774597
1D 6j symbol, k=2: 0.033333
1D k=0: matrix=1.000000 6j=1.000000 A=1.000000 B=1.000000 C=2.236068
1D k=2: matrix=0.040000 6j=0.040000 A=0.040000 B=0.040000 C=0.200000
Sum (2L+1) f_2: correct=0.000000 slip B=1.200000
zeta = 1.5 1/bohr
F0 = 0.544922 hartree, F2 = 0.263672 hartree
Energies in hartree; F0 coefficient set to 1 in all columns
E(1S): correct=0.650391 B=0.650391 C=0.780757
E(3P): correct=0.492187 B=0.597656 C=0.340683
E(1D): correct=0.555469 B=0.555469 C=0.597656
Gap E(1D)-E(3P), 6j: 0.063281 hartree = 1.7220 eV
Gap E(1D)-E(3P), B: -0.042188 hartree = -1.1480 eV
Gap E(1D)-E(3P), C: 0.256974 hartree = 6.9926 eV
E(3P), slip B also in k=0: -0.492188 hartree
L.S in units of hbar^2; W read from {L S J; S L 1}
2P J=1/2: matrix=-1.000000 6j formula=-1.000000 W in its place=1.000000
2P J=3/2: matrix=0.500000 6j formula=0.500000 W in its place=-0.500000
2P sum (2J+1) L.S: correct=0.000000 W in its place=0.000000
3P J=0: matrix=-2.000000 6j formula=-2.000000 W in its place=-2.000000
3P J=1: matrix=-1.000000 6j formula=-1.000000 W in its place=-1.000000
3P J=2: matrix=1.000000 6j formula=1.000000 W in its place=1.000000
3P sum (2J+1) L.S: correct=0.000000 W in its place=0.000000
```
